# Apparent thermionic barrier of a contact with Gaussian barrier disorder: a program that tests the result

```python
"""
Thermionic emission averaged over a Gaussian distribution of barriers.

Result under test: for parallel patches emitting A*T^2*exp(-phi/kT), with phi
Gaussian (mean mu, standard deviation sigma) and cut off outside [low, high],
    phi_ap = mu - sigma^2/(2 kT) - kT ln R.
R is the Gaussian probability inside the cutoffs when centred at
mu - sigma^2/kT, divided by that when centred at mu. If R is close to one,
phi_ap = mu - sigma^2/(2 kT). Here phi_ap is defined by
    average current density = A*T^2*exp(-phi_ap/kT).
Energies are in eV, temperatures in K, current densities in A/m^2.
"""
import numpy as np
from scipy import constants as const
from scipy.stats import norm

K_EV = const.k / const.e
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0]
AU_CURRENT = const.physical_constants["atomic unit of current"][0]
RICHARDSON = const.e * const.m_e * const.k**2 / (2*np.pi**2*const.hbar**3)

mu, sigma, low, high = 0.80, 0.07, 0.30, 1.30
T_room = 300.0
kT_room = K_EV * T_room
NODES, WEIGHTS = np.polynomial.legendre.leggauss(600)


def interval(start, end):
    """Quadrature points and weights on a finite interval."""
    half = 0.5 * (end - start)
    return start + half*(NODES + 1), half*WEIGHTS


def patches(start, end):
    """Barriers and normalized area weights of the truncated Gaussian."""
    phi, weight = interval(start, end)
    weight = weight * np.exp(-(phi - mu)**2 / (2*sigma**2))
    return phi, weight / weight.sum()


def log_average(kT, start=low, end=high):
    """Logarithm of the area average of exp(-phi/kT), by quadrature."""
    phi, area = patches(start, end)
    return -start/kT + np.log(np.sum(area*np.exp(-(phi - start)/kT)))


def apparent(kT, start=low, end=high):
    return -kT * log_average(kT, start, end)


def current_moments(kT):
    """Current-weighted mean and variance of the barrier, by quadrature."""
    phi, area = patches(low, high)
    share = area * np.exp(-(phi - low)/kT)
    share /= share.sum()
    mean = np.sum(share*phi)
    return mean, np.sum(share*(phi - mean)**2)


def inside(centre, start, end):
    """Gaussian probability between the cutoffs."""
    return norm.sf((start - centre)/sigma) - norm.sf((end - centre)/sigma)


def simple_barrier(kT):
    return mu - sigma**2/(2*kT)


def shifted_centre(kT):
    return mu - sigma**2/kT


# One patch: momentum integral in atomic units, converted to SI.
kT_au = kT_room / HARTREE_EV
fermi_au = 0.2
k_start = np.sqrt(2*(fermi_au + mu/HARTREE_EV))
kz, wz = interval(k_start, np.sqrt(k_start**2 + 90*kT_au))
kp, wp = interval(0.0, np.sqrt(90*kT_au))
energy = 0.5*(kz[:, None]**2 + kp[None, :]**2)
occupation = 1/(np.exp((energy - fermi_au)/kT_au) + 1)
flux_au = 2*(2*np.pi)/(2*np.pi)**3 * ((wz*kz) @ occupation @ (wp*kp))
flux_si = flux_au * AU_CURRENT / BOHR**2
J_uniform = RICHARDSON*T_room**2*np.exp(-mu/kT_room)
assert abs(flux_si/J_uniform - 1) < 1e-7

# Fermi statistics and the bounds that justify the Boltzmann law.
u, wu = interval(0.0, 45.0)


def fermi_emission(x):
    return np.log1p(np.exp(-np.asarray(x)[:, None] - u)) @ wu


x_test = np.linspace(0, 8, 33)
G_test = fermi_emission(x_test)
boltzmann = np.exp(-x_test)
assert np.all(G_test < boltzmann)
assert np.all(G_test > boltzmann*(1 - boltzmann/4))
phi_all, area_all = patches(low, high)
fermi_average = np.sum(area_all*fermi_emission(phi_all/kT_room))
boltzmann_average = np.exp(log_average(kT_room))
fermi_bound = np.exp(-low/kT_room)/4
assert abs(fermi_average/boltzmann_average - 1) < fermi_bound

# The cutoffs of the example leave mean and variance practically unchanged.
area_mean = np.sum(area_all*phi_all)
area_variance = np.sum(area_all*(phi_all - area_mean)**2)
assert abs(area_mean - mu) < 1e-10
assert abs(area_variance/sigma**2 - 1) < 1e-8

# Full truncated result and its bounds, including severe and lopsided cutoffs.
for start, end in [(low, high), (0.60, 0.90), (0.30, 0.85), (0.75, 1.30)]:
    for T in (50.0, 100.0, 200.0, 300.0, 400.0):
        kT = K_EV*T
        mass_area = inside(mu, start, end)
        mass_current = inside(shifted_centre(kT), start, end)
        predicted = simple_barrier(kT) - kT*np.log(mass_current/mass_area)
        measured = apparent(kT, start, end)
        assert abs(measured - predicted) < 1e-9
        error = measured - simple_barrier(kT)
        assert kT*np.log(mass_area) - 1e-9 <= error
        assert error <= -kT*np.log(mass_current) + 1e-9

# Negligible truncation: the requested law and the current-carrying patches.
phi_ap = apparent(kT_room)
centre = shifted_centre(kT_room)
current_mean, current_variance = current_moments(kT_room)
assert abs(phi_ap - simple_barrier(kT_room)) < 1e-6
assert abs(current_mean - centre) < 1e-5
assert abs(current_variance/sigma**2 - 1) < 1e-3
phi_part, weight_part = interval(low, centre)
density_part = norm.pdf(phi_part, mu, sigma)/inside(mu, low, high)
part_current = np.sum(weight_part*density_part*np.exp(-phi_part/kT_room))
current_share = part_current/boltzmann_average
area_share = np.sum(weight_part*density_part)
assert abs(current_share - 0.5) < 1e-5
assert abs(area_share/norm.cdf(-sigma/kT_room) - 1) < 1e-5

# Richardson slope is the current-weighted mean, even with strong truncation.
for T in (50.0, 100.0, 300.0):
    beta = 1/(K_EV*T)
    step = 1e-4*beta
    slope = -(log_average(1/(beta+step)) - log_average(1/(beta-step)))/(2*step)
    assert abs(slope - current_moments(1/beta)[0]) < 1e-6
# The last slope belongs to room temperature.
tangent_factor = np.exp(log_average(kT_room) + slope/kT_room)
assert abs(tangent_factor/np.exp(-sigma**2/(2*kT_room**2)) - 1) < 1e-3

# Breakdown on cooling.
kT_cross = sigma**2/(mu - low)
phi_cross = apparent(kT_cross)
assert abs(phi_cross - (0.5*(mu + low) + kT_cross*np.log(2))) < 1e-9
kT_cold = K_EV*10.0
density_low = norm.pdf(low, mu, sigma)/inside(mu, low, high)
cold_formula = low + kT_cold*np.log(
    (1/kT_cold - (mu - low)/sigma**2)/density_low)
phi_cold = apparent(kT_cold)
assert abs(phi_cold - cold_formula) < 1e-3*kT_cold
kT_three = sigma**2/(mu - low - 3*sigma)
error_three = apparent(kT_three) - simple_barrier(kT_three)
assert 0 < error_three < 0.002*kT_three


# Finite contacts: single-patch relative variance and random samples.
def patch_variance(kT):
    return np.exp(log_average(kT/2) - 2*log_average(kT)) - 1


kT_hot = K_EV*600.0
V_hot = patch_variance(kT_hot)
assert abs(V_hot/np.expm1(sigma**2/kT_hot**2) - 1) < 1e-5
rng = np.random.default_rng(12345)
contacts, patch_number = 400, 10000
samples = np.empty(contacts)
for i in range(contacts):
    phi = rng.normal(mu, sigma, patch_number)
    phi = phi[(phi >= low) & (phi <= high)]
    samples[i] = np.mean(np.exp(-phi/kT_hot))
samples /= np.exp(log_average(kT_hot))
sample_scatter = samples.std(ddof=1)
expected_scatter = np.sqrt(V_hot/patch_number)
# Tolerances are over four standard errors for this number of contacts.
assert abs(samples.mean() - 1) < 0.006
assert abs(sample_scatter/expected_scatter - 1) < 0.16
V_room = patch_variance(kT_room)
J_average = RICHARDSON*T_room**2*boltzmann_average

print(f"Mean barrier mu: {mu:.2f} eV")
print(f"Standard deviation sigma: {sigma:.2f} eV")
print(f"Lower and upper cutoffs: {low:.2f}, {high:.2f} eV")
print(f"Richardson constant A: {RICHARDSON:.5e} A m^-2 K^-2")
print("At 300 K:")
print(f"  kT: {kT_room:.6f} eV")
print(f"  sigma/kT: {sigma/kT_room:.4f}")
print(f"  lowering sigma^2/(2kT): {sigma**2/(2*kT_room):.5f} eV")
print(f"  apparent barrier, simple formula: {simple_barrier(kT_room):.5f} eV")
print(f"  apparent barrier, quadrature: {phi_ap:.5f} eV")
print(f"  truncation error: {phi_ap-simple_barrier(kT_room):.2e} eV")
print(f"  shifted centre m: {centre:.5f} eV")
print(f"  (m-low)/sigma: {(centre-low)/sigma:.3f}")
print(f"  slope barrier, finite difference: {slope:.5f} eV")
print(f"  tangent-intercept constant / A: {tangent_factor:.5f}")
print(f"  uniform-barrier current density: {J_uniform:.4e} A/m^2")
print(f"  averaged current density: {J_average:.4e} A/m^2")
print(f"  current enhancement: {J_average/J_uniform:.3f}")
print(f"  area fraction with barrier below m: {area_share:.5f}")
print(f"  current fraction with barrier below m: {current_share:.5f}")
print(f"  upper bound on Fermi correction: {fermi_bound:.2e}")
print(f"  single-patch relative variance V: {V_room:.1f}")
print(f"  patches for 10 percent scatter: {V_room/0.1**2:.3e}")
print("Barriers in eV; ap = apparent, sl = Richardson slope")
print("T/K  ap quad  ap simple  sl quad  sl simple  (m-low)/sigma")
for T in (50.0, 100.0, 150.0, 200.0, 300.0, 400.0):
    kT = K_EV*T
    m = shifted_centre(kT)
    print(f"{T:3.0f}  {apparent(kT):.5f}  {simple_barrier(kT):.5f}"
          f"  {current_moments(kT)[0]:.5f}  {m:.5f}  {(m-low)/sigma:.3f}")
print(f"Temperature where m = low: {kT_cross/K_EV:.2f} K")
print(f"  apparent barrier there: {phi_cross:.5f} eV")
print(f"Temperature where m = low + 3 sigma: {kT_three/K_EV:.2f} K")
print(f"  truncation error there: {error_three:.2e} eV")
print(f"Apparent barrier at 10 K, quadrature: {phi_cold:.5f} eV")
print(f"Apparent barrier at 10 K, cold formula: {cold_formula:.5f} eV")
print(f"Random test at 600 K: {contacts} contacts, {patch_number} patches each")
print(f"  relative scatter, sampled: {sample_scatter:.4f}")
print(f"  relative scatter, predicted: {expected_scatter:.4f}")
print("success")
```

Output:

```
Mean barrier mu: 0.80 eV
Standard deviation sigma: 0.07 eV
Lower and upper cutoffs: 0.30, 1.30 eV
Richardson constant A: 1.20173e+06 A m^-2 K^-2
At 300 K:
  kT: 0.025852 eV
  sigma/kT: 2.7077
  lowering sigma^2/(2kT): 0.09477 eV
  apparent barrier, simple formula: 0.70523 eV
  apparent barrier, quadrature: 0.70523 eV
  truncation error: 1.19e-07 eV
  shifted centre m: 0.61046 eV
  (m-low)/sigma: 4.435
  slope barrier, finite difference: 0.61046 eV
  tangent-intercept constant / A: 0.02558
  uniform-barrier current density: 3.9323e-03 A/m^2
  averaged current density: 1.5371e-01 A/m^2
  current enhancement: 39.090
  area fraction with barrier below m: 0.00339
  current fraction with barrier below m: 0.50000
  upper bound on Fermi correction: 2.28e-06
  single-patch relative variance V: 1462.8
  patches for 10 percent scatter: 1.463e+05
Barriers in eV; ap = apparent, sl = Richardson slope
T/K  ap quad  ap simple  sl quad  sl simple  (m-low)/sigma
 50  0.42344  0.23138  0.30751  -0.33724  -9.103
100  0.53130  0.51569  0.33704  0.23138  -0.980
150  0.61101  0.61046  0.42748  0.42092  1.727
200  0.65786  0.65784  0.51593  0.51569  3.081
300  0.70523  0.70523  0.61046  0.61046  4.435
400  0.72892  0.72892  0.65784  0.65784  5.112
Temperature where m = low: 113.72 K
  apparent barrier there: 0.55679 eV
Temperature where m = low + 3 sigma: 196.08 K
  truncation error there: 2.28e-05 eV
Apparent barrier at 10 K, quadrature: 0.32649 eV
Apparent barrier at 10 K, cold formula: 0.32648 eV
Random test at 600 K: 400 contacts, 10000 patches each
  relative scatter, sampled: 0.0230
  relative scatter, predicted: 0.0229
success
```
